# Relativity and the London Dispersion Coefficient of Two Mercury Atoms

## Two charges on springs

Let each atom be a single charge \(q\) of unit mass, bound to a fixed centre by a spring of angular frequency \(\omega\). Atomic units are used in the algebra, so \(\hbar=1\) and \(\omega\) is also an energy. A static field \(F\) displaces the charge by \(s=qF/\omega^2\). The induced dipole is \(qs=(q^2/\omega^2)F\), so the polarizability is

\[
\alpha=\frac{q^2}{\omega^2}.
\]

Put two such atoms a distance \(R\) apart along \(z\). Their dipoles \(q\mathbf s_1\) and \(q\mathbf s_2\) interact through

\[
V=\frac{q^2}{R^3}\left(x_1x_2+y_1y_2-2z_1z_2\right)
=\frac{\alpha\omega^2}{R^3}\left(x_1x_2+y_1y_2-2z_1z_2\right).
\]

The three directions separate. Give them the coefficients \(c=1,1,-2\). For one direction define \(s_\pm=(s_1\pm s_2)/\sqrt2\). Then \(s_1^2+s_2^2=s_+^2+s_-^2\) and \(s_1s_2=(s_+^2-s_-^2)/2\), and the potential energy becomes

\[
\tfrac12\omega^2(1+\varepsilon)s_+^2+\tfrac12\omega^2(1-\varepsilon)s_-^2,
\qquad \varepsilon=\frac{c\,\alpha}{R^3}.
\]

The two modes have frequencies \(\omega\sqrt{1\pm\varepsilon}\). Each contributes half its frequency to the ground-state energy. Since \(\sqrt{1+\varepsilon}+\sqrt{1-\varepsilon}=2-\varepsilon^2/4+O(\varepsilon^4)\), the change caused by the coupling is, to leading order,

\[
\Delta E=\frac{\omega}{2}\sum_c\left(-\frac{\varepsilon^2}{4}\right)
=-\frac{\omega\alpha^2}{8R^6}(1+1+4)
=-\frac34\,\frac{\alpha^2\omega}{R^6}.
\]

The dispersion coefficient, defined by \(\Delta E=-C_6/R^6\), is therefore \(C_6=\tfrac34\alpha^2\omega\). The expansion requires \(2\alpha/R^3\ll1\).

This model already shows the competition. If relativity stiffens the spring, the factor \(\omega\) grows, but \(\alpha^2=q^4/\omega^4\) shrinks faster. At fixed \(q\),

\[
C_6=\frac34\,\frac{q^4}{\omega^3}.
\]

A stiffer atom attracts its neighbour less. In the calculation described next, relativity raises the ionisation energy of mercury by a factor 1.231. If \(\omega\) rose by the same factor, \(C_6\) would be multiplied by \(1.231^{-3}\approx0.54\).

## The estimate with supplied data

London's estimate sets \(\omega\) equal to the ionisation energy \(I\) and takes \(\alpha\) as an independent input:

\[
C_6\approx\frac34\,\alpha^2 I .
\]

The identification \(\omega=I\) is an assumption. It says that the ionisation energy is a fair measure of the energies at which the atom responds.

The inputs below were calculated for a spherical mercury atom in the local density approximation, with Slater exchange and VWN correlation. The nonrelativistic set (NR) uses the Schrödinger equation. The relativistic set (R) uses the Dirac equation without its spin-orbit part. The nuclear charge and the functional are held fixed, and the electron density is made self-consistent in each case. The ionisation energy is the total-energy difference between Hg\(^+\) and Hg.

| | NR | R |
|---|---|---|
| \(\alpha\) (Å³) | 8.19 | 5.02 |
| \(I\) (eV) | 8.82 | 10.86 |

The combination \(\alpha/R^3\) is dimensionless, so \(\alpha\) in Å³ and \(I\) in eV give \(C_6\) directly in eV Å⁶:

\[
C_6^{\rm NR}=0.75\times8.19^2\times8.82=443.7,
\]
\[
C_6^{\rm R}=0.75\times5.02^2\times10.86=205.3 .
\]

In atomic units these are 743 and 344. The ratio is free of units and of the factor \(3/4\):

\[
\frac{C_6^{\rm R}}{C_6^{\rm NR}}
=\left(\frac{\alpha_{\rm R}}{\alpha_{\rm NR}}\right)^2\frac{I_{\rm R}}{I_{\rm NR}}
=0.3757\times1.2313=0.463 .
\]

In London's estimate relativity lowers the coefficient by 54 percent.

## Separating the two contributions

The logarithm turns the product into a sum:

\[
\ln\frac{C_6^{\rm R}}{C_6^{\rm NR}}
=2\ln\frac{\alpha_{\rm R}}{\alpha_{\rm NR}}+\ln\frac{I_{\rm R}}{I_{\rm NR}}
=-0.979+0.208=-0.771 .
\]

The rise of the ionisation energy offsets 21 percent of the polarizability term.

A split of the difference in \(C_6\) is less definite. If \(\alpha\) is changed first, \(C_6\) goes from 443.7 to 166.7 eV Å⁶ and then back up to 205.3. The contributions are \(-277.0\) from \(\alpha\) and \(+38.6\) from \(I\). If \(I\) is changed first, \(C_6\) rises to 546.3 and then falls to 205.3, so the contributions are \(+102.6\) from \(I\) and \(-341.0\) from \(\alpha\). Both pairs add up to \(-238.4\), but the parts depend on the order. The logarithmic parts do not.

The outcome of the competition can be put as a condition. Define \(n\) by

\[
\frac{\alpha_{\rm R}}{\alpha_{\rm NR}}=\left(\frac{I_{\rm R}}{I_{\rm NR}}\right)^{-n}.
\]

Squaring this and multiplying by the ratio of ionisation energies gives

\[
\frac{C_6^{\rm R}}{C_6^{\rm NR}}=\left(\frac{I_{\rm R}}{I_{\rm NR}}\right)^{1-2n}.
\]

When \(I\) rises, the estimate falls if \(n>1/2\). The spring model at fixed charge, with \(\omega=I\), has \(n=2\). The mercury data give \(n=2.35\), far on the side where the polarizability wins.

## What a real atom adds

An atom has many excitations. Let the ground state be spherical and let \(\omega_k\) be the energy of the \(k\)-th dipole excitation. Each such level has three states, reached by \(x\), \(y\) and \(z\), with a common dipole matrix element \(d_k\). A static field changes the energy in second order by \(-F^2\sum_k d_k^2/\omega_k\). Equating this to \(-\tfrac12\alpha F^2\) gives

\[
\alpha=\sum_k\frac{2d_k^2}{\omega_k}=\sum_k\frac{f_k}{\omega_k^2},
\qquad f_k=2\omega_kd_k^2 .
\]

Thus \(\alpha\) falls when the matrix elements shrink or the excitation energies grow. Both tendencies are suggested by the 6s shell: its mean radius contracts from 1.627 to 1.418 Å, and its energy level drops from \(-5.58\) to \(-7.12\) eV.

Now take two identical atoms. The dipole interaction excites both at once, atom 1 to level \(j\) and atom 2 to level \(k\). The matrix elements for the pairs \(xx\), \(yy\), \(zz\) are \(d_jd_k/R^3\) times \(1,1,-2\), and their squares add up to \(6d_j^2d_k^2/R^6\). The energy denominator is \(\omega_j+\omega_k\). Second-order perturbation theory then gives

\[
C_6=\sum_{jk}\frac{6d_j^2d_k^2}{\omega_j+\omega_k}
=\frac32\sum_{jk}\frac{f_jf_k}{\omega_j\omega_k(\omega_j+\omega_k)},
\]

where \(d_k^2=f_k/(2\omega_k)\) was inserted. For one level, \(f=\alpha\omega^2\) and the sum is \(\tfrac32\alpha^2\omega^4/(2\omega^3)=\tfrac34\alpha^2\omega\), as before.

The double sum can be written with the response of a single atom. In a field of frequency \(\Omega\) the polarizability is \(\sum_kf_k/(\omega_k^2-\Omega^2)\). Setting \(\Omega=iu\) gives the smooth function

\[
\alpha(iu)=\sum_k\frac{f_k}{\omega_k^2+u^2}.
\]

For positive \(a\ne b\), partial fractions give

\[
\int_0^\infty\!\frac{du}{(a^2+u^2)(b^2+u^2)}
=\frac{1}{b^2-a^2}\left(\frac{\pi}{2a}-\frac{\pi}{2b}\right)
=\frac{\pi}{2ab(a+b)},
\]

and the case \(a=b\) follows by continuity. Comparison with the double sum yields

\[
C_6=\frac3\pi\int_0^\infty\alpha(iu)^2\,du .
\]

This holds to second order in the dipole interaction, for atoms that do not overlap and are close enough that the travel time of light between them can be neglected.

## The effective energy

Define an energy \(W\) by \(C_6=\tfrac34\alpha^2W\), with \(C_6\) taken from the integral. London's estimate replaces \(W\) by \(I\). Since the polarizability factor is the same in both, the whole error of London's ratio lies in using \(I_{\rm R}/I_{\rm NR}\) for \(W_{\rm R}/W_{\rm NR}\).

The energy \(W\) can be bounded when all \(f_k\) are positive. The weights \(p_k=f_k/(\alpha\omega_k^2)\) add up to one, and

\[
\frac{\alpha(iu)}{\alpha}=\sum_kp_k\frac{1}{1+u^2/\omega_k^2}.
\]

The function \(1/(1+u^2y)\) is convex in \(y=1/\omega_k^2\), so its average is at least its value at the average \(\bar y=\sum_kp_k/\omega_k^2\). The real response therefore lies on or above that of one oscillator with the same \(\alpha\) and energy \(\bar y^{-1/2}\). In terms of \(t=\omega_k^2\) the same function is \(t/(t+u^2)\), which is concave. The response therefore lies on or below that of one oscillator with energy \(\bar t^{\,1/2}\), where \(\bar t=\sum_kp_k\omega_k^2=\sum_kf_k/\alpha\). Squaring and integrating these positive functions gives

\[
\left(\sum_k\frac{p_k}{\omega_k^2}\right)^{-1/2}\le W\le\left(\frac{\sum_kf_k}{\alpha}\right)^{1/2}.
\]

## Comparison with the full response

The function \(\alpha(iu)\) was calculated for all shells in the same density approximation. The potential produced by the displaced electrons, including its exchange-correlation part, acts back on them. Two sum rules test the nonrelativistic response. The strengths \(f_k\) must add up to the number of electrons, 80, and the calculation gives 80.003. If the nucleus is displaced, the whole cloud must follow it rigidly, which again requires 80; the result is 79.999. The second rule is sensitive to the back-action: without it the sum exceeds 500. The relativistic response is built from the large components alone and does not reach 80 in either sum; its strengths add up to about 78 and the displacement rule gives about 51. With the full Dirac equation and the small components included, the displacement rule gives 79.9, while \(\alpha\) and \(C_6\) change by less than 0.3 percent.

| | NR | R | R/NR |
|---|---|---|---|
| \(I\) (eV) | 8.82 | 10.86 | 1.23 |
| \(W\) (eV) | 6.58 | 10.42 | 1.58 |
| \(C_6\), London (eV Å⁶) | 443.7 | 205.3 | 0.463 |
| \(C_6\), full response (eV Å⁶) | 330.8 | 196.6 | 0.594 |

In atomic units the full-response coefficients are 554 and 329. The bounds on \(W\) are 5.40 and 32.74 eV without relativity, and 8.14 and about 41 eV with it. Both values of \(W\) lie much nearer the lower bound.

The full response confirms the sign but gives a fall of 41 percent, not 54. London's ratio is 22 percent below the full-response ratio. The errors of the two coefficients do not cancel, because they are unequal: relative to the full response, London's value is 34 percent too high without relativity and 4 percent too high with it.

The separation changes as well. With \(W\) in the place of \(I\), the positive logarithm is \(\ln1.584=0.460\). The opposing contribution then offsets about 47 percent of the polarizability term, more than twice London's figure.

## Why the effective energy rises faster

A further calculation lets the 6s shell respond while all inner shells are frozen. It gives polarizabilities of 7.97 and 4.47 Å³ and effective energies \(V\) of 5.38 and 7.47 eV. The discrepancy then factors as

\[
\frac{W_{\rm R}/W_{\rm NR}}{I_{\rm R}/I_{\rm NR}}
=\underbrace{\frac{V_{\rm R}/V_{\rm NR}}{I_{\rm R}/I_{\rm NR}}}_{1.129}
\times
\underbrace{\frac{W_{\rm R}/W_{\rm NR}}{V_{\rm R}/V_{\rm NR}}}_{1.140}
=1.287 .
\]

The first factor compares the effective response energy of the 6s shell with the energy needed to remove a 6s electron. The orbital levels show how the two can differ. The 6s level deepens from \(-5.58\) to \(-7.12\) eV, a factor 1.28 in depth. The 6p level moves slightly the other way, from \(-1.48\) to \(-1.21\) eV. The gap between them therefore grows from 4.10 to 5.92 eV, a factor 1.44. In the spin-free treatment the gap is a difference from a level that does not deepen, so its relative rise is larger. (With spin-orbit coupling the 6p\(_{1/2}\) level does deepen, to \(-1.75\) eV, while 6p\(_{3/2}\) rises to about \(-1.0\) eV.) The back-action of the displaced 6s electrons reduces the effect: their lowest strong excitation rises from 5.10 to 6.86 eV, a factor 1.34, still above the factor 1.23 of the ionisation energy. These levels serve as a guide to the trend: in this approximation the depth of the 6s level is not the ionisation energy.

The second factor comes from the inner shells. Using \(\tfrac34\alpha^2V\), the 6s shell alone gives

\[
0.75\times7.97^2\times5.38\approx256,\qquad
0.75\times4.47^2\times7.47\approx112
\]

in eV Å⁶. Allowing the inner shells to respond raises these values to 330.8 and 196.6, by 29 and about 75 percent. The increase itself changes little, from about 75 to about 85 eV Å⁶. The percentage is larger in the relativistic atom mainly because the 6s value is smaller. These increases of \(C_6\) stand in the ratio 1.36. The inner shells also raise \(\alpha\), by 3 and 12 percent, and since \(W=4C_6/(3\alpha^2)\) this contributes a factor of about 0.84. The product \(1.36\times0.84\) is the factor 1.14.

This also explains why London's relativistic value is so close to the full response. The ionisation energy, 10.86 eV, is well above the 6s response energy of 7.47 eV, but the inner shells lift the effective energy to 10.42 eV. Two features absent from the one-oscillator picture nearly compensate. In the nonrelativistic atom the inner shells lift the energy from 5.38 to 6.58 eV, still well below 8.82 eV.

## Reliability and the real atom

Measured values for mercury are roughly 5 Å³ for the polarizability and 10 eV for the ionisation energy, so the relativistic inputs are of the right size. The nonrelativistic atom cannot be measured; its data exist as calculations alone.

The last digits shown depend on the basis. A denser and wider basis lowers \(\alpha_{\rm R}\) to 5.013 Å³, which moves London's relativistic coefficient to about 204.7 eV Å⁶ and London's ratio to 0.461; \(W_{\rm R}\) moves to 10.43 eV and the relativistic 6s level to \(-7.13\) eV, while the full-response ratio stays at 0.594. With unrounded inputs, leaving out the correlation functional changes London's ratio from about 0.462 to 0.456. This shows a weak dependence on that one choice, but it does not bound errors shared by local functionals. The full response is a better treatment than one oscillator within the same approximation, and it is not a reference value.

Spin-orbit coupling was omitted. Its effect can be estimated roughly. To first order, with parameter \(\zeta\), it shifts one third of the 6s–6p strength by \(-\zeta\) and two thirds by \(+\zeta/2\). In this order the mean shift is zero and the mean square is \(\zeta^2/3+\zeta^2/6=\zeta^2/2\). For fixed matrix elements, the 6s–6p part of \(\alpha\) varies as the average of \(1/(\Delta+\delta)\), where \(\Delta\) is the gap and \(\delta\) the shift. Expansion to second order gives a relative increase of

\[
\frac{\zeta^2}{2\Delta^2}=\frac12\left(\frac{0.62}{5.92}\right)^2\approx0.005 .
\]

London's coefficient contains \(\alpha^2\), so half a percent in \(\alpha\) would become about one percent in \(C_6\). The estimate ignores changes in the orbitals and higher-order level shifts, which can be as large as the term kept, so it gives only an order of magnitude. The first-order value \(\zeta=0.62\) eV is itself too large: the full Dirac equation in the same potential splits the 6p level by 0.73 eV, corresponding to \(\zeta\approx0.49\) eV. Solved self-consistently, it raises \(\alpha\) by about 0.2 percent, London's coefficient by about 0.6 percent and the full-response coefficient by less than 0.1 percent. Even so, the effect is small beside the 22 percent error of London's ratio. The largest error sized here is thus the use of the ionisation energy as the response energy.

The coefficient describes well-separated atoms. In liquid mercury or at contact, the electron clouds overlap and higher multipoles enter, so the change in \(C_6\) cannot be read as the change in binding. The numerical output below lists the main values used here.

## Calculated quantities

```
Hg, LDA (Slater exchange + VWN); NR = nonrelativistic, R = relativistic
polarizability NR, R: 8.19, 5.02 angstrom^3
ionisation energy NR, R: 8.82, 10.86 eV
mean 6s radius NR, R: 1.627, 1.418 angstrom
6s level NR, R: -5.58, -7.12 eV
6p level NR, R: -1.48, -1.21 eV
London C6 NR, R: 443.7, 205.3 eV angstrom^6
London C6 NR, R: 743, 344 atomic units
polarizability ratio R/NR: 0.6129
squared polarizability ratio: 0.3757
ionisation energy ratio R/NR: 1.2313
London C6 ratio R/NR: 0.4626
London change of C6: -53.7 percent
log contributions: polarizability -0.9790, ionisation 0.2081
log of London C6 ratio: -0.7709
part of polarizability log offset by ionisation: 21.3 percent
C6 with a(R), I(NR): 166.7 eV angstrom^6
C6 with a(NR), I(R): 546.3 eV angstrom^6
exponent n in a ~ I^(-n): 2.35
full-response C6 NR, R: 330.8, 196.6 eV angstrom^6
full-response C6 NR, R: 554, 329 atomic units
full-response C6 ratio R/NR: 0.5943
full-response change of C6: -40.6 percent
London ratio / full-response ratio: 0.778
London/full C6 NR, R: 1.341, 1.044
effective energy W NR, R: 6.58, 10.42 eV; ratio 1.5843
lower bound on W NR, R: 5.40, 8.14 eV
upper bound on W NR, R: 32.74, 41.24 eV
only 6s responding: polarizability NR, R: 7.97, 4.47 angstrom^3
only 6s responding: effective energy V NR, R: 5.38, 7.47 eV; ratio 1.3900
discrepancy factor W ratio / I ratio: 1.2867
  6s part, V ratio / I ratio: 1.1289
  inner-shell part, W ratio / V ratio: 1.1398
London C6 ratio without correlation functional: 0.4559
6p spin-orbit parameter: 0.62 eV; 6s-6p gap: 5.92 eV
spin-orbit effect on polarizability, estimate: 0.54 percent
small-component weight of 6s: 0.007 percent
test, hydrogen polarizability: 4.5000 atomic units (exact 9/2)
test, 1s energy at Z=80, numerical/Dirac: 0.999813
test, oscillator-strength sum NR: 80.003 (80 electrons)
test, rigid displacement sum NR: 79.999 (80 electrons)
test, I from 6s level NR, R: 8.82, 10.86 eV
test, coupled oscillators/London: 1.000000
```
